\section*{Gaps of the Mathieu Equation from n-th Order Plane-Wave Coupling}

\section{Two gaps that can be seen at once}

A particle in a cosine potential obeys, in dimensionless form,
\begin{equation}
-y''(x)+2q\cos(2x)\,y(x)=E\,y(x). \label{mathieu}
\end{equation}
The lattice period is $\pi$. Take $q>0$; the shift $x\to x+\pi/2$ reverses the sign of $q$, so for negative $q$ the gap widths follow with $|q|$ in place of $q$.

Since $2q\cos 2x=q(e^{2ix}+e^{-2ix})$, the potential turns the plane wave $e^{ikx}$ into $e^{i(k\pm2)x}$, with matrix element $q$. Without the potential, $e^{ikx}$ has energy $k^2$.

The waves $k=1$ and $k=-1$ both have energy 1 and are coupled directly. Keeping these two alone gives
\begin{equation}
\begin{pmatrix}1&q\\q&1\end{pmatrix},\qquad E=1\pm q,
\end{equation}
and a gap $2q$.

The waves $k=2$ and $k=-2$ both have energy 4, but differ by 4 and are not coupled directly. They communicate through $k=0$. In the order $2,0,-2$ the matrix is
\begin{equation}
\begin{pmatrix}4&q&0\\q&0&q\\0&q&4\end{pmatrix}.
\end{equation}
The odd vector $(1,0,-1)$ has $E=4$, because its two contributions at $k=0$ cancel. An even vector $(u,v,u)$ requires $(E-4)u=qv$ and $Ev=2qu$, hence $E(E-4)=2q^2$. The root near 4 is
\begin{equation}
E=2+\sqrt{4+2q^2}=4+\frac{q^2}{2}+O(q^4).
\end{equation}
The second gap opens as $q^2/2$: two steps give two factors $q$, and the energy difference $4-0$ stands in the denominator. The omitted waves $k=\pm4$ lower both levels by $q^2/12$, so the true levels are $4+5q^2/12$ and $4-q^2/12$ to this order; their difference is unchanged.

\section{The general statement}

Let $a_n$ be the level near $n^2$ with an even solution, and $b_n$ the one with an odd solution. For fixed $n\ge1$ and $q\to0$,
\begin{equation}
a_n-b_n=\frac{2q^n}{\left[2^{n-1}(n-1)!\right]^2}\left[1+c_nq^2+O(q^4)\right], \label{result}
\end{equation}
\begin{equation}
c_1=-\frac1{64},\qquad c_n=-\frac{n+2}{4(n^2-1)^2}\quad(n\ge2). \label{cn}
\end{equation}
The factor before the bracket is the leading width; it gives $2q$ and $q^2/2$ for $n=1,2$. The constant in $O(q^4)$ may depend on $n$.

\section{Why these levels are the gap edges}

Let $y_1,y_2$ be solutions of (\ref{mathieu}) with $y_1(0)=y_2'(0)=1$ and $y_1'(0)=y_2(0)=0$. Translation by one period acts on them as a $2\times2$ matrix. Its determinant is 1, because the Wronskian is constant. Its eigenvalues are therefore $\rho$ and $1/\rho$, with
\begin{equation}
\rho+\rho^{-1}=\Delta(E)=y_1(\pi)+y_2'(\pi).
\end{equation}
Bloch waves have $\rho=e^{i\pi\kappa}$, so $\Delta(E)=2\cos\pi\kappa$.

For $0<\kappa<1$ the two multipliers differ, so one independent solution belongs to each. The level at given $\kappa$ is then simple and $E(\kappa)$ is differentiable. Differentiation gives
\begin{equation}
\Delta'(E)\,E'(\kappa)=-2\pi\sin\pi\kappa\neq0 .
\end{equation}
Hence $E'(\kappa)\ne0$: each band is monotone between $\kappa=0$ and $\kappa=1$, and its edges lie at these two values.

At $q=0$ the bands are the folded parabola $(\kappa+2m)^2$, with $m$ an integer. Two neighbouring bands touch at $n^2$, at $\kappa=0$ for even $n$ and $\kappa=1$ for odd $n$. The potential is bounded by $2q$, so no ordered level moves by more than $2q$. For small $q$ the $n$-th gap therefore lies between the two levels near $n^2$. They are built from waves
\begin{equation}
k=\ldots,n+2,\;n,\;n-2,\ldots,-n,\;-n-2,\ldots
\end{equation}

\section{Eliminating all waves except the degenerate pair}

Let $P$ project on $k=\pm n$ and $Q$ on the other waves of this chain. With $H$ the plane-wave matrix and $c_P,c_Q$ the two parts of an eigenvector, the $Q$ rows read
\begin{equation}
(E-QHQ)c_Q=QHP\,c_P .
\end{equation}
Solving for $c_Q$ and inserting it in the $P$ rows gives
\begin{equation}
E\,c_P=\left[PHP+PHQ(E-QHQ)^{-1}QHP\right]c_P . \label{eff}
\end{equation}
The inverse exists for small $q$ and $E$ near $n^2$. At $q=0$ the levels of $QHQ$ stay a finite distance from $n^2$, at least $4(n-1)$ for $n\ge2$ and 8 for $n=1$, and the coupling moves them by at most $2q$. No level is lost either: $c_P=0$ would make $E$ an eigenvalue of $QHQ$, which is excluded.

Reflection $k\to-k$ exchanges the two waves of $P$. The bracket in (\ref{eff}) is thus
\begin{equation}
\begin{pmatrix}D(E)&W(E)\\W(E)&D(E)\end{pmatrix}.
\end{equation}
An even solution has $c_n=c_{-n}$ and an odd one $c_n=-c_{-n}$, so
\begin{equation}
a_n=D(a_n)+W(a_n),\qquad b_n=D(b_n)-W(b_n). \label{roots}
\end{equation}
$D$ shifts both waves alike. $W$ carries one into the other and separates the levels.

\section{The coupling is of order $q^n$}

For $n=1$ the pair is coupled directly, and no chain of other waves links its members: $W=q$.

For $n\ge2$ let $M$ be the block of $H$ for the $N=n-1$ waves between $n$ and $-n$,
\begin{equation}
k_j=n-2j,\qquad j=1,\ldots,n-1 .
\end{equation}
The outer waves, $|k|>n$, are attached to one end each and cannot link the two ends. Entering and leaving the inner block costs a factor $q$ each:
\begin{equation}
W(E)=q^2\left[(E-M)^{-1}\right]_{1,N}.
\end{equation}
The inverse follows from a cofactor. Delete row $N$ and column 1 of $E-M$. The remaining matrix is lower triangular, with the $N-1$ off-diagonal elements $-q$ on its diagonal. Therefore
\begin{equation}
\left[(E-M)^{-1}\right]_{1,N}
=\frac{(-1)^{N+1}(-q)^{N-1}}{\det(E-M)}
=\frac{q^{n-2}}{\det(E-M)},
\end{equation}
and
\begin{equation}
W(E)=\frac{q^n}{\det(E-M)}. \label{W}
\end{equation}
With the determinant set to 1 for $n=1$, this covers that case too.

In perturbation theory the factor $q^n$ belongs to the path
\begin{equation}
n\to n-2\to n-4\to\cdots\to-n .
\end{equation}
Each step changes $k$ by 2 and the total change is $2n$, so $n$ steps are needed, all in the same direction. No shorter path exists, and this is the one path of length $n$. Terms in which the state returns to the pair on the way do not enter the off-diagonal element at this order, since one of their pieces would have to join $n$ to $-n$ in fewer than $n$ steps.

Each intermediate wave supplies an energy denominator:
\begin{align}
n^2-k_j^2&=n^2-(n-2j)^2=4nj-4j^2=4j(n-j)\equiv d_j,\\
\prod_{j=1}^{n-1}d_j&=4^{n-1}\prod_{j=1}^{n-1}j\prod_{j=1}^{n-1}(n-j)
=\left[2^{n-1}(n-1)!\right]^2 . \label{product}
\end{align}
Both products over $j$ equal $(n-1)!$, the second in reverse order. All denominators are positive, because the intermediate waves lie below the pair in energy. Hence $W>0$ and the even level is the upper one for $q>0$.

\section{From the coupling to the gap}

For $n>2$ the common shift, of order $q^2$, is larger than the splitting, so its cancellation must be shown. Subtract the equations (\ref{roots}) and define
\begin{equation}
D[a,b]=\frac{D(a)-D(b)}{a-b}.
\end{equation}
Then $a_n-b_n=(a_n-b_n)D[a_n,b_n]+W(a_n)+W(b_n)$, or
\begin{equation}
a_n-b_n=\frac{W(a_n)+W(b_n)}{1-D[a_n,b_n]} . \label{gap}
\end{equation}
The energy-dependent part of $D$ has a factor $q^2$, for leaving the pair and returning to it. So $D[a_n,b_n]=O(q^2)$. The determinant in (\ref{W}) contains $q$ in even powers, because reversing the sign of every second basis wave changes $q$ to $-q$. For $n\ge2$ the levels differ from $n^2$ by $O(q^2)$, and the determinant equals (\ref{product}) up to a relative $O(q^2)$. For $n=1$ it is 1. Equation (\ref{gap}) then gives
\begin{equation}
a_n-b_n=\frac{2q^n}{[2^{n-1}(n-1)!]^2}\left[1+O(q^2)\right].
\end{equation}

The next correction is of relative order $q^4$, not $q^3$. The sign change of every second wave multiplies the relative sign of $c_n$ and $c_{-n}$ by $(-1)^n$. Reversing $q$ thus leaves $a_n,b_n$ in place for even $n$ and exchanges them for odd $n$. The ratio $(a_n-b_n)/q^n$ is even in $q$.

\section{The first correction}

For $n=1$, $D(E)=1+q^2/(E-9)+O(q^4)$ and
\begin{equation}
D[a_1,b_1]=-\frac{q^2}{(a_1-9)(b_1-9)}+O(q^4)=-\frac{q^2}{64}+O(q^4).
\end{equation}
Thus $a_1-b_1=2q/(1+q^2/64+\cdots)$, which gives $c_1=-1/64$.

For $n\ge2$ the nearest waves on either side give
\begin{equation}
D(E)=n^2+\frac{q^2}{E-(n+2)^2}+\frac{q^2}{E-(n-2)^2}+O(q^4).
\end{equation}
At $E=n^2$ the denominators are $-4(n+1)$ and $4(n-1)$. The common shift and the slope are, to order $q^2$,
\begin{align}
\delta&=\frac{q^2}{4}\left[\frac1{n-1}-\frac1{n+1}\right]=\frac{q^2}{2(n^2-1)},\\
D'&=-\frac{q^2}{16}\left[\frac1{(n+1)^2}+\frac1{(n-1)^2}\right].
\end{align}
Half the sum of the equations (\ref{roots}) shows that the midpoint of the two levels is $n^2+\delta+O(q^4)$: both $D(a_n)$ and $D(b_n)$ equal $n^2+\delta+O(q^4)$, and $W(a_n)-W(b_n)=O(q^{2n})$, because the slope of $W$ and the separation of the levels are each of order $q^n$. In $W(a_n)+W(b_n)$ the changes linear in their separation cancel, so $W$ may be taken at $n^2+\delta$.

In a tridiagonal determinant, exchanging two neighbouring sites replaces their diagonal factors by $-q^2$. Hence
\begin{equation}
\det(E-M)=\Bigl(\prod_jd_j\Bigr)\left[1+\delta S_1-q^2S_2+O(q^4)\right],
\end{equation}
with $S_1=\sum_{j=1}^{n-1}1/d_j$ and $S_2=\sum_{j=1}^{n-2}1/(d_jd_{j+1})$. Inserting this in (\ref{gap}),
\begin{equation}
c_n=-\frac{S_1}{2(n^2-1)}+S_2-\frac1{16}\left[\frac1{(n+1)^2}+\frac1{(n-1)^2}\right]. \label{sumc}
\end{equation}

Let $h=\sum_{j=1}^{n-1}1/j$. Partial fractions give
\begin{equation}
S_1=\frac1{4n}\sum_{j=1}^{n-1}\left(\frac1j+\frac1{n-j}\right)=\frac{h}{2n}.
\end{equation}
For the second sum,
\begin{equation}
16S_2=\sum_{j=1}^{n-2}\left(\frac1j-\frac1{j+1}\right)\left(\frac1{n-1-j}-\frac1{n-j}\right).
\end{equation}
Its products are
\begin{align}
\sum_{j=1}^{n-2}\frac1{j(n-1-j)}&=\frac{2h}{n-1}-\frac2{(n-1)^2},\\
\sum_{j=1}^{n-2}\frac1{j(n-j)}&=\frac{2h}{n}-\frac1{n-1},\\
\sum_{j=1}^{n-2}\frac1{(j+1)(n-j)}&=\frac{2(h+1/n)}{n+1}-\frac2n=\frac{2h}{n+1}-\frac2{n+1}.
\end{align}
The remaining product equals the second line after $j\to n-1-j$. The second line lacks the term $j=n-1$ of the full sum; the third lacks two end terms, each $1/n$. First minus twice second plus third gives
\begin{equation}
16S_2=\frac{4h}{n(n^2-1)}-\frac2{(n-1)^2}+\frac4{n^2-1}.
\end{equation}
In (\ref{sumc}) the two terms with $h$ are $-h/[4n(n^2-1)]$ and $+h/[4n(n^2-1)]$ and cancel. What remains is
\begin{align}
c_n&=-\frac3{16(n-1)^2}+\frac1{4(n^2-1)}-\frac1{16(n+1)^2}\\
&=\frac{-3(n+1)^2+4(n^2-1)-(n-1)^2}{16(n^2-1)^2}
=-\frac{n+2}{4(n^2-1)^2}.
\end{align}

High-precision diagonalization at $q=0.01$ tests this for $n=1$ to 6. For $n=2$ it gives $c_2=-0.1111086$, against $-1/9=-0.1111111$. The difference, $2.5\times10^{-6}$, is compatible with a next term of order $q^2=10^{-4}$ in this estimate.

\section{What the intermediate waves do}

The outer waves are absent from (\ref{W}). They enter through $D$ and affect the relative correction, not the leading width. The inner waves are indispensable. For $n=4$, removing $k=0$ cuts the chain into two mirror-image halves with equal spectra, and the gap closes. At $q=1$ the full chain has a gap of $8.62\times10^{-4}$; after the cut the numerical splitting is below $10^{-10}$.

The law also depends on the potential having a single harmonic. Add $2q_2\cos4x$, with $q_2$ of order $q^2$. This couples $k=2$ directly to $k=-2$, and to leading order
\begin{equation}
W=q_2+\frac{q^2}{4},\qquad \hbox{gap}=2\left|q_2+\frac{q^2}{4}\right| .
\end{equation}
The direct and two-step amplitudes add or cancel. At $q_2=-q^2/4$ the gap vanishes at this order.

\section{A helium atom in a standing light wave}

A free helium-4 atom moves along a standing wave with potential $V_0\cos^2(k_Lz)$. The wave is taken as horizontal, so that gravity does not act along it, and its intensity as uniform along its length. Interactions, transverse motion and photon scattering are left out. With $x=k_Lz$ and the recoil energy $E_R=\hbar^2k_L^2/2m$, division of the Schr\"odinger equation by $E_R$ gives
\begin{equation}
-\psi''+\frac{V_0}{2E_R}\left[1+\cos2x\right]\psi=\frac{\varepsilon}{E_R}\psi .
\end{equation}
Comparison with (\ref{mathieu}) gives $2q=V_0/2E_R$, so $q=V_0/4E_R$; the constant $V_0/2$ does not affect gaps. One elementary step transfers momentum $2\hbar k_L$, and the $n$-th gap is Bragg reflection with transfer $2n\hbar k_L$.

Choose a wavelength $\lambda=1000$ nm and a depth $|V_0|=2E_R$, so $|q|=0.5$. For ground-state helium, with polarizability about 1.38 atomic units, the light attracts the atom and $V_0$ is negative, which leaves the gap widths unchanged; this depth needs about $1.5\times10^6$ W/cm$^2$ at the antinodes. The numbers below are written for $q=0.5$. The mass $6.64648\times10^{-27}$ kg is that of an alpha particle and two electrons, without the electronic binding energy. Then $E_R/h=h/(2m\lambda^2)=49.85$ kHz.

For $n=4$ the path is $4\to2\to0\to-2\to-4$. Its denominators are 12, 16 and 12, with product 2304:
\begin{equation}
W=\frac{0.5^4}{2304}=2.713\times10^{-5},\qquad 2W=5.425\times10^{-5},
\end{equation}
in units of $E_R$. Since $c_4=-6/900$, the corrected width is
\begin{equation}
5.425\times10^{-5}\left(1-\frac{0.25}{150}\right)=5.416\times10^{-5}.
\end{equation}
Diagonalization gives the same four digits, or 2.70 Hz after multiplication by $E_R/h$. The first gaps, in units of $E_R$, are:
\begin{center}
\begin{tabular}{cccc}
$n$ & leading & corrected & numerical\\
1 & 1.0000 & 0.99609 & 0.99611\\
2 & 0.12500 & 0.12153 & 0.12171\\
3 & 0.0039063 & 0.0038872 & 0.0038871
\end{tabular}
\end{center}
The numerical widths correspond to 49.65 kHz, 6.07 kHz and 194 Hz. Relative to them, the leading law is too large by 0.4, 2.7 and 0.5 per cent. The second gap has the largest error because $|c_2|=1/9$ exceeds $|c_1|=1/64$ and $|c_3|=5/256$.

\section{Attenuation inside a gap}

Near a gap edge replace $\pm n$ by $\pm n+s$. The kinetic energies become $n^2+s^2\pm2ns$. Let $\bar E_n=(a_n+b_n)/2$ be the middle of the gap. For $n\ge2$ it differs from $n^2+\delta$ by $O(q^4)$. For $n\ge5$ and small $q$ this difference exceeds the gap width, so energies must be measured from $\bar E_n$ itself. To leading order the pair has
\begin{equation}
(E-\bar E_n-s^2)^2=4n^2s^2+W^2 .
\end{equation}
At mid-gap, $E=\bar E_n$, and for small $s$ the term $s^4$ is negligible. Then $s=\pm i\mu$ with $\mu=W/2n=(a_n-b_n)/4n$. The wave decays as $e^{-\mu x}$, and $|\Delta|=2\cosh\pi\mu\approx2+(\pi\mu)^2$.

For $n=2$ in the example, $\mu=0.1217/8=0.0152$ and $(\pi\mu)^2=0.00228$. Direct integration of the differential equation gives $\Delta=2.00235$, so the leading estimate of $\Delta-2$ is low by 3 per cent. For $n=4$ the decay length is $1/(\pi\mu)=16/(\pi\times5.416\times10^{-5})\approx9.4\times10^4$ periods, or about 47 mm. Over a much shorter distance the factor $e^{-\mu x}$ stays close to 1. This length belongs to the ideal lattice. The energy must stay inside a gap 2.7 Hz wide along the whole distance: a relative change of intensity of $3\times10^{-5}$, acting mainly through the constant $V_0/2$, or a tilt of $3\times10^{-7}$ rad over 47 mm, already moves it by half the gap width.

\section{Where the leading law fails}

The condition suggested by (\ref{result}) is $|c_n|q^2\ll1$. At $V_0=20E_R$, or $q=5$, it fails for $n=2$: $1-25/9$ is negative, so the corrected formula is useless. The leading value is 2.34 times the numerical gap. For $n=1$ and $3$ the ratios are 1.31 and 1.69.

Higher gaps behave better at the same $q$. The ratio is 1.042 for $n=6$ and 1.016 for $n=8$, where $|c_8|q^2=10\times25/(4\times63^2)=0.016$ accounts for the excess. This agrees with the decrease $|c_n|\approx1/(4n^3)$ at large $n$, but the derivation for fixed $n$ does not establish a uniform error bound.

By the leading law, consecutive widths have the ratio $q/(4n^2)$, that of gap $n+1$ to gap $n$. This ratio is below 1 only for $4n^2>q$, and it is reliable only where the leading law holds for both gaps: at $q=5$ it gives 1.25 for gap 2 over gap 1, against the numerical 0.70. High gaps of a single cosine are narrow because each further order multiplies the product of denominators by $4n^2$, which outgrows the added factor $q$. The numerical output gives the remaining levels and widths.

\section*{Computed values}
\begin{verbatim}
Small-q test at q = 0.01 and 0.02 (dimensionless)
n, exponent, c_n numerical, c_n formula
1  0.999993  -0.0156250  -0.0156250
2  1.999952  -0.1111086  -0.1111111
3  2.999992  -0.0195313  -0.0195312
4  3.999997  -0.0066667  -0.0066667
5  4.999999  -0.0030382  -0.0030382
6  5.999999  -0.0016327  -0.0016327
Gap 4 at q = 1.0, all waves: 8.6226e-04
Gap 4 at q = 1.0, k = 0 removed, below 1e-10: True
Helium-4 atom mass = 6.64648e-27 kg
Light wavelength = 1000 nm
Recoil energy E_R/h = 49846.5 Hz
Lattice depth V0 = 2.0 E_R, q = 0.50
Path for n = 4, wave numbers k: [4, 2, 0, -2, -4]
Its denominators (E_R): [12, 16, 12]  product (E_R^3): 2304
Its coupling W = 2.7127e-05 E_R
n, lower edge, upper edge (E_R, constant V0/2 omitted)
1  0.47065435  1.46676684
2  3.97918922  4.10090060
3  9.01371984  9.01760693
4  16.00831046  16.00836462
5  25.00520901  25.00520943
n, gap leading, corrected, numerical (E_R)
1  1.00000e+00  9.96094e-01  9.96112e-01
2  1.25000e-01  1.21528e-01  1.21711e-01
3  3.90625e-03  3.88718e-03  3.88709e-03
4  5.42535e-05  5.41630e-05  5.41630e-05
5  4.23855e-07  4.23533e-07  4.23533e-07
n, numerical gap/h (Hz)
1  49653
2  6066.9
3  193.76
4  2.6998
5  0.021112
n, discriminant at mid-gap (dimensionless)
1  -2.6245193
2  2.0023455
3  -2.0000010
Deep lattice V0 = 20 E_R, q = 5.0
n, gap leading, numerical (E_R), leading/numerical
1  1.00000e+01  7.64827e+00  1.3075
2  1.25000e+01  5.34965e+00  2.3366
3  3.90625e+00  2.31250e+00  1.6892
4  5.42535e-01  4.48362e-01  1.2100
6  2.11928e-03  2.03313e-03  1.0424
8  1.87719e-06  1.84774e-06  1.0159
\end{verbatim}
